# How fast vapour saturates a stagnant bubble in a precursor bubbler

A carrier-gas bubble of radius $R=2$ mm, in which precursor vapour diffuses with $D=10^{-4}$ m²/s, has a diffusion time $R^2/D$ of 40 ms. Yet the slowest part of its approach to saturation decays with a time constant of only 4.05 ms. Nothing has been stirred: the gas is assumed motionless. The tenfold difference comes from geometry, and it matters when one asks whether a bubble leaves the liquid saturated.

## An estimate from the surface and the volume

Let $c$ be the vapour concentration and $c_s$ its saturation value at the liquid temperature. The relative deficit is

$$u=1-\frac{c}{c_s}.$$

Pure carrier gas has $u=1$, and saturated gas has $u=0$. Suppose that the liquid surface keeps the adjacent gas saturated, so that $u(R)=0$.

Vapour enters through an area $4\pi R^2$ and fills a volume $4\pi R^3/3$. The ratio of area to volume is $3/R$. By Fick's law, the volume-averaged deficit $\bar u$ therefore changes at the rate

$$\frac{d\bar u}{dt}=\frac{3D}{R}\left.\frac{\partial u}{\partial r}\right|_R. \tag{1}$$

The slope at the wall is negative, so the deficit falls. To estimate the slope, take the simplest smooth profile that vanishes at the wall, $u=A(1-r^2/R^2)$. Its wall slope is $-2A/R$, and its average is

$$\bar u=\frac{3A}{R^3}\int_0^R\left(r^2-\frac{r^4}{R^2}\right)dr
=3A\left(\frac13-\frac15\right)=\frac{2A}{5}.$$

Equation (1) then gives

$$\frac{d\bar u}{dt}=-\frac{6DA}{R^2}=-\frac{15D}{R^2}\,\bar u.$$

The estimated time is $R^2/(15D)=40/15\approx2.7$ ms. The factor 15 has two sources: a sphere has much surface for its volume, and the profile is steeper at the wall than $\bar u/R$. The estimate has the right size, but the parabola was guessed. The diffusion equation must supply the actual profile.

## The diffusion problem and its slowest mode

The controlled model has a fixed radius, constant $D$, dilute vapour, uniform temperature and no gas motion. Vapour conservation combined with Fick's law gives

$$\frac{\partial u}{\partial t}=D\nabla^2u,\qquad u(R,t)=0,\qquad u(r,0)=1. \tag{2}$$

The initial state is spherically symmetric, and so is the solution. Put $w=ru$. Since $u=w/r$,

$$r^2\frac{\partial u}{\partial r}=r\frac{\partial w}{\partial r}-w,
\qquad
\frac1{r^2}\frac{\partial}{\partial r}\left(r^2\frac{\partial u}{\partial r}\right)
=\frac1r\frac{\partial^2w}{\partial r^2}.$$

The two terms containing $\partial w/\partial r$ cancel in the last derivative. Equation (2) becomes $\partial w/\partial t=D\,\partial^2w/\partial r^2$. The wall condition gives $w(R)=0$, and finite $u$ at the centre gives $w(0)=0$. The allowed functions are $\sin k_nr$ with $k_n=n\pi/R$ and $n=1,2,\ldots$, and each decays at the rate $Dk_n^2=n^2\pi^2D/R^2$. The slowest has

$$\boxed{\tau=\frac{R^2}{\pi^2D}}
=\frac{40.0\ \text{ms}}{9.87}=4.05\ \text{ms}. \tag{3}$$

A direct calculation that divides the sphere into 400 shells and balances the fluxes between them also gives 4.053 ms.

The initial condition fixes the amplitudes. Write $w(r,0)=r=\sum_nb_n\sin k_nr$. Multiplication by $\sin k_nr$ and integration from 0 to $R$ give

$$b_n=\frac2R\int_0^Rr\sin k_nr\,dr
=\frac2R\left[-\frac{r\cos k_nr}{k_n}+\frac{\sin k_nr}{k_n^2}\right]_0^R
=\frac{2(-1)^{n+1}}{k_n}.$$

Hence

$$u(r,t)=2\sum_{n=1}^{\infty}(-1)^{n+1}
\frac{\sin k_nr}{k_nr}\,e^{-n^2t/\tau}. \tag{4}$$

The same integral gives the volume average of each spatial function:

$$\frac3{R^3}\int_0^Rr^2\frac{\sin k_nr}{k_nr}\,dr
=\frac{3(-1)^{n+1}}{n^2\pi^2}.$$

The signs multiply to $+1$, so

$$\bar u(t)=\frac6{\pi^2}\sum_{n=1}^{\infty}\frac{e^{-n^2t/\tau}}{n^2}. \tag{5}$$

The slowest mode carries $6/\pi^2=0.608$ of the initial average deficit.

## Why the estimate gave 15 instead of $\pi^2$

Both numbers follow from equation (1). The slowest mode, scaled to 1 at the centre, is $\sin(\pi r/R)/(\pi r/R)$. Its wall slope is $-1/R$ and its average is $3/\pi^2$. Equation (1) gives the rate $(3D/R)(1/R)/(3/\pi^2)=\pi^2D/R^2$, as it must. The parabola has twice the wall slope and a somewhat larger average, $2/5$ instead of $0.304$. It therefore loses its deficit faster at that instant. It does not keep its shape, so this rate does not persist.

The time $R^2/(15D)$ nevertheless has a precise meaning. Define $S(r)=\int_0^\infty u\,dt$. Integrating equation (2) over time gives $0-1=D\nabla^2S$. The solution that is regular at the centre and vanishes at the wall is $S=(R^2-r^2)/(6D)$, a parabola. Its average is $(2/5)R^2/(6D)=R^2/(15D)$. Thus 2.7 ms is the area under the curve of average deficit against time, while 4.05 ms is the time constant of its tail. The first is shorter because the faster modes remove part of the deficit early.

## What "approaches saturation" means

At $t=\tau$, equation (5) gives

$$\bar u(\tau)=0.608\left(e^{-1}+\frac{e^{-4}}4+\cdots\right)=0.226.$$

The average saturation is 77.4 %. At the centre, $\sin(k_nr)/(k_nr)\to1$, and equation (4) gives $u(0,\tau)=2(e^{-1}-e^{-4}+\cdots)=0.699$. The centre is only 30.1 % saturated. Vapour has filled the outer shells, which contain most of the volume.

For 99 % average saturation, set $\bar u=0.01$ and keep the slowest term:

$$t_{99}=\tau\ln\frac{6/\pi^2}{0.01}=\tau\ln\frac{600}{\pi^2}
=4.107\,\tau=16.65\ \text{ms}. \tag{6}$$

At this time the second term is smaller than the first by $e^{-3(4.107)}/4\approx10^{-6}$, so dropping it is justified. The time constant of about 4 ms therefore describes the decay of the last deficit and not the time needed to saturate the gas.

The opposite limit is governed by a thin layer at the wall. With $y=R-r$, the initial condition is $w=R-y$. While the layer is thin, the solution that vanishes at $y=0$ is

$$w\simeq R\,\mathrm{erf}\!\left(\frac{y}{2\sqrt{Dt}}\right)-y.$$

The first term is the response to a uniform initial value $R$. The second is linear, so diffusion leaves it unchanged. At the wall $w=0$, and thus $\partial u/\partial r=(1/R)\,\partial w/\partial r$. Because $\partial/\partial r=-\partial/\partial y$,

$$\left.\frac{\partial u}{\partial r}\right|_R
=-\left(\frac1{\sqrt{\pi Dt}}-\frac1R\right).$$

Inserting this in equation (1) and integrating from $t=0$ gives the average saturation $f=1-\bar u$:

$$f\simeq\frac6R\sqrt{\frac{Dt}{\pi}}-\frac{3Dt}{R^2}. \tag{7}$$

At 0.40 ms, $Dt/R^2=0.01$ and $f=0.3385-0.0300=30.85$ %. The shell calculation gives the same value. Almost a third of the vapour enters in a tenth of $\tau$, because the first gas to be filled lies next to the liquid. Equation (7) fails once $\sqrt{Dt}$ is comparable with $R$ and the layer reaches the centre.

## Uneven bubbles have no slower mode

A bubble might start with more vapour at its top than at its bottom. To see whether this could decay more slowly, expand any trial function $g$ that vanishes at the wall in normalized modes, $g=\sum_ia_i\phi_i$, with $-\nabla^2\phi_i=k_i^2\phi_i$. Then

$$\frac{\int|\nabla g|^2dV}{\int g^2dV}
=\frac{\sum_ia_i^2k_i^2}{\sum_ia_i^2}\ge k_{\min}^2. \tag{8}$$

For an angular pattern of order $l$ with radial factor $g(r)$, the numerator contains the extra positive term $l(l+1)g^2/r^2$. Its lowest value therefore rises with $l$, and the radial case $l=0$ is the slowest.

The first uneven pattern, $l=1$, has the radial factor $\sin x/x^2-\cos x/x$ with $x=kr$. It vanishes at the wall when $\tan x=x$, whose first positive root is $x=4.493$. Its decay time is $40.0/4.493^2=1.98$ ms. A difference between top and bottom fades about twice as fast as the final radial deficit.

## Which gas has this diffusivity?

The value $10^{-4}$ m²/s must correspond to some pressure. Treat the vapour and carrier molecules as hard spheres that touch at centre distance $\sigma$. Let $\mu$ be their reduced mass, $n$ the carrier number density and $n_v$ the vapour number density, with $n_v\ll n$. The vapour drifts through the carrier at a small speed $U$.

Hard-sphere scattering is isotropic in the centre-of-mass frame, so a collision with relative velocity $\mathbf g$ transfers on average the momentum $\mu\mathbf g$. The drag per volume is $n_vn\mu\pi\sigma^2\langle g\,g_z\rangle$. Assume that both gases keep Maxwellian velocity distributions about their drifts. With $s^2=kT/\mu$, the distribution of $\mathbf g$ is, to first order in $U$, the undrifted one times $1+Ug_z/s^2$. The undrifted part averages to zero, and isotropy gives $\langle g\,g_z^2\rangle=\langle g^3\rangle/3$:

$$\langle g\,g_z\rangle=\frac{U\langle g^3\rangle}{3s^2}
=\frac{U}{3s^2}\,\frac{8s^6}{\sqrt{\pi/2}\,s^3}
=\frac83\sqrt{\frac2\pi}\,sU.$$

Here $8s^6$ and $\sqrt{\pi/2}\,s^3$ are the integrals of $g^5e^{-g^2/2s^2}$ and $g^2e^{-g^2/2s^2}$. In steady drift the drag balances the partial-pressure gradient, $-kT\,dn_v/dz$. Solving for the flux $n_vU=-D\,dn_v/dz$ gives

$$D=\frac{3}{8n\sigma^2}\sqrt{\frac{kT}{2\pi\mu}}. \tag{9}$$

At fixed temperature $D$ is inversely proportional to pressure.

As a case, take the titanium precursor TDMAT, tetrakis(dimethylamido)titanium, in nitrogen at 333 K. The molar masses are 224.2 and 28.0 g/mol, and a rough contact distance is 0.6 nm. The square root in equation (9) is then about 133 m/s. For $D=10^{-4}$ m²/s one finds $n\approx1.39\times10^{24}$ m⁻³, or a pressure $nkT$ of 47.8 Torr. Since $D$ varies as $\sigma^{-2}$, this pressure is a rough value. It places the example in a low-pressure bubbler; at 1 atm the same gas pair has a diffusivity about 16 times smaller.

## Corrections at the liquid surface

The model assumes instant evaporation at the wall. Kinetic theory gives a net evaporation flux $(\alpha v/4)[c_s-c(R)]$, where $v$ is the mean thermal speed of the vapour and $\alpha$ the fraction of arriving molecules that the liquid accepts. Matching it to the diffusive flux gives

$$-R\left.\frac{\partial u}{\partial r}\right|_R=\mathrm{Bi}\,u(R),
\qquad \mathrm{Bi}=\frac{\alpha vR}{4D}.$$

For $u\propto\sin(xr/R)/r$, the logarithmic slope $R\,u'/u$ at the wall is $x\cot x-1$. Hence $x\cot x=1-\mathrm{Bi}$. For large Bi put $x=\pi-\epsilon$; then $\cot x\simeq-1/\epsilon$, which gives $\epsilon\simeq\pi/\mathrm{Bi}$ and lengthens $\tau$ by the factor $(\pi/x)^2\simeq1+2/\mathrm{Bi}$. With $v=177$ m/s and an assumed $\alpha=0.1$, Bi is 88.7, and the root gives a 2.3 % longer $\tau$. A much smaller $\alpha$ would make evaporation the bottleneck. The effective mean free path for diffusion, $3D/v=1.7$ µm, is far below $R$, so a continuum description is sound. The distance between collisions is shorter still, because a heavy vapour molecule keeps much of its velocity when it hits a light carrier molecule.

Evaporation also cools the liquid. At early times the leading term of the wall slope gives the heat flux $q=Lc_s\sqrt{D/(\pi t)}$, where $L$ is the molar latent heat. For a flat, deep liquid of thermal effusivity $e=\sqrt{k_\ell\rho c_p}$, heat conduction gives

$$\Delta T=\frac1{e\sqrt\pi}\int_0^t\frac{q(t')\,dt'}{\sqrt{t-t'}}
=\frac{Lc_s\sqrt D}{\pi e}\int_0^t\frac{dt'}{\sqrt{t'(t-t')}}
=\frac{Lc_s\sqrt D}{e},$$

because the last integral equals $\pi$. With this leading term alone the cooling does not change in time. The term $-1/R$ in the wall slope lowers it by the fraction $2\sqrt{Dt/\pi}/R$, already 11 % at 0.40 ms, and it fades further as the gas saturates and the flux dies away. A rough vapour pressure of 1 Torr gives $c_s=0.0482$ mol/m³. With $L=55$ kJ/mol and $e=471$ J/(m² K s$^{1/2}$), also rough, $\Delta T=0.056$ K. This is an upper estimate of the cooling by evaporation alone, since the curvature term in the wall slope reduces the flux. Heat drawn from the liquid by carrier gas that enters cold is not included, and it can be the larger effect: the gas has an effusivity near 1.4 in the same units, so gas entering 40 K below the liquid cools the surface at first by about $40\times1.4/471\approx0.12$ K. The relative fall in vapour pressure, $L\,\Delta T/(R_gT^2)$ with gas constant $R_g$, is 0.34 %. This holds for one bubble meeting fresh liquid; the gradual cooling of the whole bath under continuous flow is not included.

Three smaller points concern the gas:

- The vapour mole fraction is $1/47.8=2.1$ %. At constant pressure the volume grows by the factor $1/(1-0.021)$, which raises $R^2$, and with it $\tau$, by 1.4 %.
- Under 5 cm of liquid the pressure is 3.5 Torr higher. Since $D\propto p^{-1}$ and $R^2\propto p^{-2/3}$, $\tau\propto p^{1/3}$, which is 2.4 % longer at that depth.
- Carrier gas that enters cold warms with a time constant of about 1 ms. This is shorter than $\tau$ but not negligible during the early uptake, and its effect there has not been calculated.

## Shape and internal motion

Flattening and circulation are larger effects. First stretch the sphere, at equal volume, into an ellipsoid with semi-axes $aR$, $aR$ and $bR$, where $a^2b=1$. Use the sphere's slowest mode, stretched in the same way, as the trial function in equation (8). By symmetry each direction contributes a third of the original gradient integral, so the rate rises by at most the factor $(2/a^2+1/b^2)/3$. For an aspect ratio $a/b=2$ this bound is 1.26. A calculation with polynomial trial functions gives 1.235, so $\tau$ falls to about 3.3 ms. The short axis gives the vapour a shorter path.

For circulation, let the liquid drag the bubble surface along while the gas follows a Hill vortex,

$$v_r=v_s\left(1-\frac{r^2}{R^2}\right)\cos\theta,\qquad
v_\theta=-v_s\left(1-\frac{2r^2}{R^2}\right)\sin\theta.$$

The flow is incompressible and does not cross the wall. For a real mode $\phi$ with decay rate $\lambda$, multiply $\lambda\phi=-D\nabla^2\phi+\mathbf v\cdot\nabla\phi$ by $\phi$ and integrate. The flow term is $\tfrac12\int\nabla\cdot(\mathbf v\phi^2)\,dV=0$, which leaves $\lambda=D\int|\nabla\phi|^2dV/\int\phi^2dV$. By equation (8) this is at least $\pi^2D/R^2$. Circulation cannot make such a mode slower than in still gas. At both Péclet numbers used below, the slowest mode is real.

Take a rough rise speed of 0.2 m/s and a surface speed $v_s$ 1.5 times as large, as for ideal flow past a sphere. The Péclet number $v_sR/D$ is 6.0. The slowest rate then rises by a factor 1.233, while $t_{99}$ falls only from 16.65 to 14.6 ms. The gain in $t_{99}$ is smaller than the gain in rate. The reason is that the slowest mode now enters the average deficit with an initial weight of about 0.85 instead of 0.61, so its faster decay starts from a larger amplitude.

## The bubbler at low pressure and at 1 atm

At 0.2 m/s a bubble crosses 5 cm of liquid in 250 ms. In the low-pressure example this is 15 times $t_{99}$, and 99 % saturation is reached after a rise of 3.3 mm. The rise lasts 62 time constants, so the remaining diffusive deficit is negligible. The surface cooling caused by the early uptake has largely faded by then too. Within this model, the time available for diffusion does not limit the delivered vapour.

Now raise the pressure to 1 atm, with radius, temperature, depth and rise speed held fixed. The diffusivity falls to $6.3\times10^{-6}$ m²/s and $\tau$ rises to 64 ms. In still gas $t_{99}$ is 265 ms, slightly longer than the rise. The margin has gone. Circulation now matters more, because the Péclet number is 95: it shortens $t_{99}$ to 104 ms and restores a margin of 2.4.

Radius acts more strongly than depth, since $t_{99}\propto R^2$ while the rise time is proportional to depth. At the low pressure and the same rise speed, still gas would use up the 250 ms at $R=2\sqrt{250/16.65}\approx7.75$ mm. Bubbles of that size rise faster than 0.2 m/s, which lowers this radius, and they are not expected to be spherical or still, so this marks where the simple estimate stops being reassuring and does not predict a failure.

In a real bubbler neither a round shape nor motionless gas is assured. For a rough surface tension $\gamma$ of 0.03 N/m, the ratio $\rho g(2R)^2/\gamma$ of gravity to surface tension is about 5 at $R=2$ mm, so even this bubble is expected to be flattened. At low pressure, flattening and circulation, taken separately, each raise the slowest rate by a little under a quarter for the values used here; their joint effect was not calculated. The fraction $\alpha$ was also assumed, and a much smaller value would lengthen the uptake. Wobbling, bubble formation, merging of bubbles and decomposition of the precursor are also left out. The material properties and rise speed are rough, so 4 ms is a sound scale for this bubble, but the further digits belong to the model. The numerical output below lists the values used.

## Computed results

```
Bubble radius: 2.0 mm
Vapour diffusivity: 1.0e-04 m2/s
Crude time R^2/D: 40.0 ms
Slowest time, formula: 4.053 ms
Slowest time, finite volumes: 4.053 ms
Weight of slowest mode in mean: 0.6079
Mean saturation at t=tau: 77.4 %
Centre saturation at t=tau: 30.1 %
99% mean saturation, formula: 16.65 ms
99% mean saturation, numerical: 16.65 ms
Ratio t99/tau: 4.107
Early time tested: 0.40 ms
Early saturation, law: 30.85 %
Early saturation, numerical: 30.85 %
First l=1 root: 4.4934
First l=1 decay time: 1.981 ms
Temperature: 333 K
Rough vapour pressure: 1.0 Torr
Rough collision diameter: 0.6 nm
Molar masses: 224.2, 28.0 g/mol
Pressure implied by D: 47.8 Torr
Saturated vapour concentration: 0.0482 mol/m3
Vapour mole fraction: 2.09 %
tau factor from vapour growth: 1.0142
Vapour thermal speed: 177.3 m/s
Mean free path estimate: 1.69 um
Assumed accommodation coefficient: 0.1
Evaporation Biot number: 88.7
tau factor from finite evaporation: 1.0229
Rough latent heat: 55 kJ/mol
Rough liquid density: 950 kg/m3
Rough liquid conductivity: 0.13 W/(m K)
Rough liquid heat capacity: 1800 J/(kg K)
Liquid effusivity: 471 J/(m2 K s^0.5)
Surface cooling upper estimate: 0.0562 K
Resulting vapour-pressure drop: 0.34 %
Rough gas conductivity: 0.028 W/(m K)
Gas warming time: 0.97 ms
Liquid depth: 5.0 cm
Hydrostatic pressure: 3.49 Torr
tau factor at full depth: 1.0238
Flattened bubble aspect ratio: 2.0
Rate factor from flattening: 1.235
Rough rise speed: 0.20 m/s
Circulation Peclet number: 6.0
Rate factor from circulation: 1.233
t99 with circulation: 14.58 ms
Rise time: 250 ms
Rise time/tau: 61.7
Depth for 99%, still gas: 3.33 mm
Diffusivity at 1 atm: 6.29e-06 m2/s
Slowest time at 1 atm, still gas: 64.4 ms
t99 at 1 atm, still gas: 265 ms
Peclet number at 1 atm: 95.4
t99 at 1 atm, circulating: 104 ms
```
